# Resolving the clamp layers to compute dissipation dilution of stressed beams

Divide a stressed silicon nitride beam, 1 mm long and 100 nm thick, into 64 equal finite elements, each with a cubic displacement. The fundamental frequency comes out 0.28 % too high, which looks like a sound calculation. The same mode gives a dissipation dilution of 4417, whereas the beam model itself gives 1006. The predicted quality factor is therefore more than four times too large. With 16 elements the dilution is 16,524, and the frequency is still within 1.4 %.

The error lies in two short regions at the clamps. Finding its size also shows where the elements must go.

## What has to be computed

The beam has length $L$, thickness $h$, width $b$, Young's modulus $E$ and density $\rho$. It carries a fixed axial stress $\sigma$. With $T=\sigma bh$ and $I=bh^3/12$, small flexural motion at angular frequency $\omega$ obeys

$$EI\,w''''-Tw''=\rho bh\,\omega^2w,\qquad w=w'=0\ \text{at both ends}.$$

Measure $x$ in units of $L$ and divide by $T/L^2$:

$$\lambda^2w''''-w''=\Omega^2w,\qquad \lambda=\frac dL,\quad d=\sqrt{\frac{EI}{T}}=h\sqrt{\frac{E}{12\sigma}},\quad \Omega=\omega L\sqrt{\rho/\sigma}.$$

Multiply by $w$ and integrate over $0<x<1$. Two integrations by parts of the first term and one of the second leave no boundary terms, because $w$ and $w'$ vanish at the clamps. With $\int w^2dx=1$,

$$\Omega^2=G+\lambda^2B,\qquad G=\int w'^2dx,\quad B=\int w''^2dx.$$

Up to a common factor, $G$ is the tension energy and $\lambda^2B$ the bending energy at maximum displacement.

Only bending is taken to be lossy: $E\to E(1+i\phi)$, with $\phi=1/Q_{\rm int}\ll1$. The tension stays real, since it is a static force. Hence $\lambda^2\to\lambda^2(1+i\phi)$ in the bending term alone. The quotient $G+\lambda^2B$ is stationary under small changes of the mode shape, so only its explicit dependence on $\lambda^2$ contributes to the first derivative:

$$\frac{d\Omega^2}{d\lambda^2}=B,\qquad \Omega^2\to\Omega^2+i\phi\lambda^2B.$$

For motion $e^{i\omega t}$ the energy decays as $e^{-2({\rm Im}\,\omega)t}$. Therefore $Q={\rm Re}\,\omega/(2\,{\rm Im}\,\omega)$, which for weak damping is ${\rm Re}\,\Omega^2/{\rm Im}\,\Omega^2$. The dilution is

$$D=\frac{Q}{Q_{\rm int}}=\frac{G+\lambda^2B}{\lambda^2B},\qquad \frac1D=\frac{d\ln\Omega^2}{d\ln\lambda^2}. \tag{1}$$

The second form holds at fixed tension. It also holds for a finite-element solution on a fixed mesh, because that solution makes the same quotient stationary within its trial space. It shows why a good frequency proves little: $D$ depends on how the frequency changes with bending stiffness, and this is a small part of the frequency.

## The correct value

Put $\xi=x-\tfrac12$. The even modes are

$$w=\frac{\cos k\xi}{\cos(k/2)}-\frac{\cosh q\xi}{\cosh(q/2)},$$

which vanish at the ends. The equation of motion requires $\Omega^2=k^2+\lambda^2k^4=\lambda^2q^4-q^2$. Equating the two expressions gives $\lambda^2(q^4-k^4)=q^2+k^2$, so $q^2=k^2+1/\lambda^2$. Zero end slope requires $k\tan(k/2)=-q\tanh(q/2)$. For odd modes, with sines in place of cosines, it requires $k\cot(k/2)=q\coth(q/2)$.

For $\lambda\ll1$ both hyperbolic factors are 1 up to terms of order $e^{-q}$. Write $k/2=n\pi/2+\alpha$. For odd $n$, $\tan(k/2)=-\cot\alpha$; for even $n$, $\cot(k/2)=\cot\alpha$. Both cases give $\tan\alpha=k/q$, or

$$k=n\pi+2\arctan(k/q).$$

Since $k/q=\lambda k+O(\lambda^3)$, this is $k=n\pi/(1-2\lambda)+O(\lambda^3)$. Then

$$\Omega^2=k^2(1+\lambda^2k^2)=n^2\pi^2\left[1+4\lambda+(12+n^2\pi^2)\lambda^2\right]+O(\lambda^3).$$

Taking the logarithm subtracts $(4\lambda)^2/2=8\lambda^2$ from the bracket's second-order term. Because $d/d\ln\lambda^2=\tfrac12\lambda\,d/d\lambda$, equation (1) gives

$$\frac1D=2\lambda+(n^2\pi^2+4)\lambda^2+O(\lambda^3),\qquad n\pi\lambda\ll1. \tag{2}$$

The leading term comes from the clamps. Away from them the beam is a string with slope $s\cos n\pi x$, so $G\simeq s^2/2$. Next to a clamp the slope rises as $w'=s(1-e^{-x/\lambda})$, and

$$\lambda^2\int_0^\infty w''^2dx=\lambda^2\frac{s^2}{\lambda^2}\frac{\lambda}{2}=\frac{\lambda s^2}{2}.$$

Two clamps give $\lambda s^2$, which divided by $s^2/2$ is $2\lambda$. The interior curvature supplies $n^2\pi^2\lambda^2$. A mesh must therefore reproduce an exponential of width $d$, although the displacement looks like a plain half sine.

## The Hermite element

Each node carries $w$ and its slope. Take an element of length $\ell$, in units of $L$, with $t$ running from 0 to 1. Let $p_0,p_1$ be $\ell$ times the end slopes, $\Delta$ the rise of $w$ across the element, $m=(p_0+p_1)/2$ and $\delta=p_1-p_0$. A cubic $w$ has a quadratic slope, fixed by its end values and its mean:

$$\ell w'=m+\delta\left(t-\tfrac12\right)+6c\,t(1-t),\qquad c=\Delta-m,$$

because $\int_0^16t(1-t)\,dt=1$. The cross term between $\delta$ and $c$ integrates to zero by symmetry, and $\int_0^1t^2(1-t)^2dt=1/30$. Hence

$$\int w'^2dx=\frac1\ell\left[m^2+2mc+\tfrac65c^2+\tfrac{\delta^2}{12}\right]
=\frac1\ell\left[\tfrac65\Delta^2-\tfrac25m\Delta+\tfrac15m^2+\tfrac{\delta^2}{12}\right].$$

One more derivative gives $\ell^2w''=\delta+6c(1-2t)$, so

$$\int w''^2dx=\frac1{\ell^3}\left(\delta^2+12c^2\right).$$

The stiffness matrix contains the coefficients of these quadratic forms. The mass matrix is $M_{ij}=\ell\int_0^1H_iH_j\,dt$ for the nodal values $(w_0,p_0,w_1,p_1)$, with

$$H=\left(1-3t^2+2t^3,\;t-2t^2+t^3,\;3t^2-2t^3,\;t^3-t^2\right).$$

Its entries follow from $\int_0^1t^jdt=1/(j+1)$. For example, $M_{11}/\ell=1-2+1+\tfrac95-2+\tfrac47=\tfrac{13}{35}$.

Add the elements, delete $w$ and the slope at both ends, and solve $Ka=\Omega^2Ma$. Then sum the two energies over the elements and form (1). For the bending energy, compute $\delta$ and $c$ first and square them afterwards; expanding the squares would subtract large, nearly equal numbers.

## What a uniform mesh makes of a clamp

Near a clamp write $w=sx+v$, where $v(0)=0$, $v'(0)=-s$ and $v'$ dies out inside the beam. Inertia is negligible there if $k\ell\ll1$ and $k\lambda\ll1$. The tension energy contains the cross term $2s\int v'dx$, which is $2s$ times the far value of $v$. It is cancelled by the work of the force with which the string outside, of slope $s$, pulls on the layer. The mesh then minimises $\int(v'^2+\lambda^2v''^2)dx$. With $\epsilon=(\lambda/\ell)^2$, the contribution of one element is $1/\ell$ times

$$\left(\tfrac65+12\epsilon\right)\Delta^2-2\left(\tfrac15+12\epsilon\right)m\Delta+\left(\tfrac15+12\epsilon\right)m^2+\left(\tfrac1{12}+\epsilon\right)\delta^2.$$

The far value of $v$ is free, so each rise $\Delta$ can be minimised separately. This gives $\Delta=\mu m$ and leaves $\mu m^2+\beta\delta^2$, where

$$\mu=\frac{1+60\epsilon}{6(1+10\epsilon)},\qquad \beta=\frac{1+12\epsilon}{12}.$$

Let $Fp_0^2$ be the minimum for the whole half-infinite chain, with $p_0=-s\ell$ at the clamp. Removing the first element leaves the same chain starting from $p_1$:

$$Fp_0^2=\min_{p_1}\left[A(p_0^2+p_1^2)-2Cp_0p_1+Fp_1^2\right],\quad A=\beta+\tfrac\mu4,\quad C=\beta-\tfrac\mu4.$$

The minimum is at $p_1=gp_0$ with $g=C/(A+F)$. Inserting it gives $F=A-C^2/(A+F)$, so $F^2=A^2-C^2=\mu\beta$, or

$$F^2=\frac{(1+60\epsilon)(1+12\epsilon)}{72(1+10\epsilon)}=\epsilon+\frac1{72(1+10\epsilon)}. \tag{3}$$

The true layer has $F^2=\epsilon$; the last term is the error of the mesh.

The far value of $v$ is the sum of the rises,

$$\mu\sum_jm_j=\frac{\mu p_0}{2}\,\frac{1+g}{1-g}=\frac{\mu p_0}{2}\,\frac{F+2\beta}{F+\mu/2}=p_0\sqrt{\mu\beta}=-s\ell F.$$

Outside the layer $w=s(x-\ell F)$, so each clamp shortens the string by $\ell F$. The wave number is $k_h=n\pi/(1-2\ell F)$, and $\Omega_h^2=k_h^2(1+\lambda^2k_h^2)$ to this order. Now apply (1) with $\ell$ fixed:

$$\frac1{D_h}\simeq\frac{4\ell}{1-2\ell F}\,\epsilon\frac{dF}{d\epsilon}+n^2\pi^2\lambda^2.$$

From (3), $2F\,dF/d\epsilon=1-\frac{5}{36(1+10\epsilon)^2}$. Since $\lambda=\ell\sqrt\epsilon$,

$$\frac1{D_h}\simeq2\lambda R(1+2\ell F)+n^2\pi^2\lambda^2,\qquad R=\frac{\sqrt\epsilon}{F}\left[1-\frac5{36(1+10\epsilon)^2}\right]. \tag{4}$$

For $\epsilon\to\infty$, $R\to1$ and $\ell F\to\lambda$, which restores (2).

**Elements much longer than $d$.** Here $F\to\sqrt2/12$ and $R\to31\sqrt{2\epsilon}/6$. With $N=1/\ell$ elements,

$$\frac1{D_h}\simeq\lambda^2\left(\frac{31\sqrt2}{3}N+\frac{31}9+n^2\pi^2\right),\qquad \Omega_h\simeq n\pi\left(1+\frac{\sqrt2}{6N}\right).$$

The frequency error is small, of order $1/N$. The dilution is too large. For low modes, with $n^2\pi^2\ll15N$, it falls roughly as $1/N$, with no plateau; for higher modes the interior term $n^2\pi^2$ makes the fall slower. The mesh spreads the slope change over a length of order $\ell$ instead of $d$, which makes the curvature, and with it the loss, too small.

**Elements shorter than $d$.** Expanding (4) for large $\epsilon$,

$$1-R=\left(\frac1{1440}+\frac1{720}\right)\frac1{\epsilon^2}+\dots=\frac1{480}\left(\frac{\ell}{\lambda}\right)^4\left[1-\frac16\left(\frac{\ell}{\lambda}\right)^2+\dots\right].$$

When the clamps dominate the loss, this is the relative excess of $D_h$. Uniform refinement does converge, but the fast fall of the error as $\ell^4$ sets in only when the elements are about as short as $d$.

## Refining the wrong place

Suppose the mesh is refined everywhere except in one element of length $a\gg\lambda$ at each clamp. For that element take $\epsilon\to0$, so $\mu=1/6$, $\beta=1/12$, $A=1/8$ and $C=1/24$. The resolved layer beyond it costs only $(\lambda/a)p_1^2$ in the same units. Minimising over $p_1$,

$$p_1=\frac{C\,p_0}{A+\lambda/a}=\frac{p_0}{3(1+8\lambda/a)}.$$

One third of the slope defect survives to the next node and relaxes there in a properly resolved layer. Bending energy is quadratic in the defect, so this layer holds one ninth of the correct clamp energy. The long element adds $\lambda^2(\delta^2+12c^2)/a^3$, which relative to $\lambda s^2/2$ vanishes as $\lambda/a\to0$. In that limit, and for $n\pi a\ll1$, $D$ is about nine times too large, however fine the interior. The long element has $m=\tfrac23p_0$ and rise $\mu m=p_0/9$, so it also shortens the string by $a/9$ at each clamp, which multiplies $1/D$ by about $1+2a/9$. At $\lambda=10^{-5}$ and $a=1/40$, the computed ratio of true to numerical dilution is 0.114, against the limit $\tfrac19(1+2a/9)=0.112$ for $\lambda\to0$ at this $a$.

## The scheme that follows

The elements should start below $d$ at each clamp and grow geometrically towards the middle, up to a size that still resolves the half waves of the mode. The number of elements then grows only logarithmically with $L/d$. Convergence should be judged on $D$, with the clamp elements refined as well as the interior.

For the example take rough typical values for high-stress silicon nitride: $E=250$ GPa, $\sigma=0.85$ GPa, $\rho=3100$ kg/m³, $b=1$ µm. Then

$$d=100\ \text{nm}\times\sqrt{\frac{250}{12\times0.85}}=495\ \text{nm},\qquad \lambda=4.951\times10^{-4}.$$

For $n=1$, equation (2) gives $1/D=9.901\times10^{-4}+0.034\times10^{-4}$, so $D=1006.5$. The complex root of the clamp condition, with $E(1+i\phi)$ inserted, gives 1006.49 and a frequency of 262 kHz. On a uniform mesh of 4096 elements, 99.5 % of the bending energy lies within $3d$ of the clamps.

Uniform meshes need $\ell=3.9d$, or 512 elements, to bring the error of $D$ down to 12 %. With 1024 elements it is 1.9 %, and with 2048, where $\ell\simeq d$, it is 0.17 %. Equation (4) reproduces the computed dilution within 0.1 % for all seven meshes listed in the numerical output, from $\ell=126d$ to $\ell=0.49d$.

With clamp elements of $L/40$ and a resolved interior, $D=4232$; doubling the interior elements from 80 to 158 changes it by less than 0.001 %. The analysis above explains the value. Take $\lambda/a=0.0198$ and keep the formula for $p_1$ found with $\epsilon\to0$; the bending stiffness it neglects would lower $p_1$ by about 2 %. Then $p_1\simeq0.288p_0$, and the resolved layer holds $0.288^2=0.083$ of the correct clamp energy. In the long element $\delta=-0.712p_0$, $m=0.644p_0$ and $c=-\tfrac56m$. It adds $2(\lambda/a)(0.507+3.455)=0.157$. The sum is 0.240, so $D$ should be about 4.2 times too large, as found. A mesh study that leaves the clamp elements alone thus settles firmly on a wrong answer.

A graded mesh that starts near $d/2$, grows by a factor 1.5 per element and stops growing at $L/20$ has 44 elements and gives $D=1006.6$. Starting near $d/4$, with growth 1.25 and largest size $L/40$, it has 80 elements and gives 1006.5. The shift is 0.011 %, and the finer result is within 0.002 % of the model's value. For $n=10$ the interior term in (2) matters: $D$ falls to 811, and the finer graded mesh agrees within 0.01 %.

## How far the number carries to a device

These digits measure numerical convergence, not the accuracy of a prediction. With an assumed $Q_{\rm int}=7000$, the model gives $Q\simeq7\times10^6$.

Since $Q$ is proportional to $Q_{\rm int}$, any error in that assumed value carries over in full. The rigid clamp is also open to doubt. Suppose the support rotates by $5M/(Ebh^2)$ under a moment $M$; the factor 5 is an assumption. The stiffness $EI/d$ of the clamp layer is then $r=0.084$ of the support's stiffness, and the slope change left to the beam falls by $1/(1+r)$. If the support is lossless, $D$ rises by about $(1+r)^2-1$, computed as 17.5 %. If it is as lossy as the beam, its own energy changes the factor to $(1+r)^2/(1+2r)$, and the rise is 0.6 %. Sound radiated into the chip is a further loss. It needs a model of the support and is not included, so the quoted $Q$ may be too high.

The other corrections to the beam model estimated here are at most about 3 %. The beam is about $2d$ wide, so near the clamps it bends partly as a plate. Using the full plate modulus $E/(1-\nu^2)$, with Poisson ratio $\nu=0.25$, lowers $D$ by 3.2 %. This overstates the effect, because so narrow a beam does not bend fully as a plate. The shear force at the clamp is $EIs/d^2=Ts$, with $s$ here the physical slope. For a shear modulus $G_s=E/[2(1+\nu)]$ and shear factor 5/6, the shear angle is $\sigma/(5G_s/6)=1.0$ % of that slope. At 10 nm amplitude the energy of dynamic elongation is $4\times10^{-5}$ of the bending energy, which supports keeping the tension lossless.

Gas can matter more. For specular molecular impacts, a wall moving at a speed $u$ far below that of the molecules feels a pressure higher by $4Pu/\sqrt{2\pi R_gT_g/M_g}$ on its leading face and lower by the same amount on its trailing face, where $P$, $T_g$ and $M_g$ are the gas pressure, temperature and molar mass and $R_g$ is the gas constant. In air at 300 K this adds 10 % to the loss at about $5\times10^{-6}$ Torr. The calculated $Q$ therefore presupposes a vacuum well below that pressure.

## Computed results

```
length 1.0 mm, thickness 100 nm, width 1.0 um
modulus 250 GPa, stress 0.85 GPa, density 3100 kg/m^3, Poisson ratio 0.25
assumed intrinsic Q: 7000
clamp layer d = 495.1 nm, lam = d/L = 4.9507e-04
exact n=1: frequency 262.077 kHz, D = 1006.49, Q = 7.045e+06
uniform mesh: N, l/d, frequency error (%), D, D/D_exact, D closed law
     16  126.244    1.39669   16523.60  16.41701   16536.63
     64   31.561    0.28163    4417.12   4.38862    4417.36
    256    7.890    0.03182    1480.23   1.47068    1480.23
    512    3.945    0.00632    1128.38   1.12110    1128.39
   1024    1.973    0.00075    1025.20   1.01859    1025.20
   2048    0.986    0.00006    1008.19   1.00169    1008.19
   4096    0.493    0.00000    1006.61   1.00012    1006.61
graded mesh A: 44 elements, D = 1006.615
graded mesh B: 80 elements, D = 1006.507
shift A to B -0.0107 %, B to exact -0.00143 %
clamp elements L/40, 80 interior elements: D = 4232.36, D/D_exact = 4.2051
clamp elements L/40, 158 interior elements: D = 4232.34, D/D_exact = 4.2050
share of bending energy within 3 d of the clamps: 99.49 %
modes: n, frequency (kHz), D exact, D graded mesh B, D asymptotic
   1    262.077  1006.493  1006.507  1006.495
   2    524.156   999.191   999.205   999.197
   3    786.239   987.254   987.268   987.265
  10   2621.087   810.970   810.896   811.010
unresolved, lam=1e-5, N=100, n=1: D/law = 0.99767, frequency shift/law = 1.0024
unresolved, lam=1e-5, N=100, n=3: D/law = 0.99766, frequency shift/law = 1.0023
unresolved limit law for the example at N=64: D = 4316.8
resolved, lam=0.002, l/d=1.00: D error 1.7611e-03, closed law 1.7565e-03, leading term 2.0833e-03
resolved, lam=0.002, l/d=0.50: D error 1.2359e-04, closed law 1.2326e-04, leading term 1.3021e-04
coarse clamps, lam=1e-5: D_exact/D = 0.11436 (limit 0.11111)
plate modulus across full width: D changes -3.19 %
shear angle / slope in the clamp layer: 1.02 %
clamp rotation: layer stiffness / support stiffness = 0.0842
  D change, support as lossy as beam: 0.61 %, lossless support: 17.50 %
elongation / bending energy at 10 nm amplitude: 3.7e-05
air pressure at 300 K where gas damping adds 10 % loss: 4.99e-06 Torr
```
